# Film Resistivity with Specular Surfaces and Two Tilted Valleys

**The argument under review.** The manuscript considers a metal film with perfectly smooth surfaces and current along $x$, in the film plane. It reasons as follows. Specular reflection conserves energy and the in-plane wave vector. The current is carried by in-plane motion, so reflection cannot degrade it. The film must therefore have the bulk resistivity at every thickness. The authors apply this to a metal whose carriers occupy two ellipsoidal valleys, tilted in opposite senses away from the film normal $z$.

The first statement is correct. The second replaces wave vector by velocity, and for a tilted ellipsoid these are not parallel. The question is whether the replacement matters once both valleys are added.

**What a reflection does**

I use Rydberg atomic units, $\hbar=1$, $m_e=1/2$, $e^2=2$. With $\mathbf k$ measured from the valley centre,

$$E=\mathbf k^{T}W\mathbf k,\qquad \mathbf v=\nabla_{\mathbf k}E=2W\mathbf k ,$$

where $W$ is the inverse mass tensor in units of $1/m_e$. The tilt lies in the $xz$ plane, so $W_{xy}=W_{yz}=0$, and $W_{xz}$ has opposite signs in the two valleys. Suppose first that an electron stays in its valley when it reflects.

At fixed $k_x,k_y$ the condition $E=E_F$ is quadratic in $k_z$:

$$W_{zz}k_z^2+2W_{xz}k_xk_z+W_{xx}k_x^2+W_{yy}k_y^2-E_F=0 .$$

Its roots sum to $-2ak_x$, with $a=W_{xz}/W_{zz}$, so the reflected electron has $k_z'=-k_z-2ak_x$. Then

$$v_z'=2(W_{xz}k_x+W_{zz}k_z')=-2(W_{xz}k_x+W_{zz}k_z)=-v_z .$$

Since $k_z'-k_z=(v_z'-v_z)/(2W_{zz})=-v_z/W_{zz}$,

$$v_x'=v_x+2W_{xz}(k_z'-k_z)=v_x-2a\,v_z .$$

The in-plane velocity changes. What survives is

$$u_x=v_x-a v_z=2\left(W_{xx}-\frac{W_{xz}^2}{W_{zz}}\right)k_x ,$$

which depends on $k_x$ alone.

Take masses $0.5$, $0.5$ and $2\,m_e$ with the long axes at $\pm45^\circ$ to the normal. Then $W_{xx}=W_{zz}=1.25$, $W_{yy}=2$ and $W_{xz}=\mp0.75$. In the first valley $a=-0.6$. For $E_F=0.2$ Ry, an electron with $k_x=k_y=0$ and $k_z=0.4\,a_0^{-1}$ has $v_x=-0.6$ and $v_z=1.0$ in units of $a_0\,\mathrm{Ry}/\hbar$. After reflection it has $v_x=+0.6$ and $v_z=-1.0$: it retraces its path.

**When the electron stays in its valley**

Surface periodicity conserves the in-plane wave vector up to a surface reciprocal vector. Reflection into the other valley is therefore forbidden if the two ellipsoids, projected on the film plane, do not overlap modulo such vectors. Here each projection has half-widths $0.50\,a_0^{-1}$ along $x$ and $0.32\,a_0^{-1}$ along $y$. The authors must check this for their orientation. The protection is absent if the band structure is symmetric under $k_z\to-k_z$, because each ellipsoid then shares its projection with one of opposite tilt. This holds in any nonmagnetic crystal for which $x\to-x$ and $y\to-y$ are both mirrors: time reversal gives $E(-\mathbf k)=E(\mathbf k)$, and the two mirrors restore the signs of $k_x$ and $k_y$. The model itself points to this case: if $x\to-x$ exchanges the valleys and $W_{xy}$ and $W_{yz}$ vanish because $y\to-y$ is a mirror or $y$ is a twofold axis, the bands of a nonmagnetic crystal are symmetric under $k_z\to-k_z$. The results for reflection within a valley then apply only if the surface itself causes little transfer between valleys. Reflection with transfer is treated in the last part of this comment.

**Transport in the film**

I assume linear response at low temperature, many subbands, no coherence between successive reflections, and bulk scattering that is isotropic and equally strong within and between valleys, with one relaxation time $\tau$. For carriers of charge $q$, write $f=f_0+(-\partial f_0/\partial E)\,qE_x\,g$. The stationary Boltzmann equation becomes

$$v_z\frac{\partial g}{\partial z}+\frac{g}{\tau}=v_x .$$

Two terms have been omitted: scattering back into a state, proportional to the average of $g$ over both valleys, and a transverse field $E_z$. Both vanish by symmetry. The mirror $x\to-x$ exchanges the valleys, leaves the film unchanged and reverses the applied field. Hence

$$g_2(z;-k_x,k_y,k_z)=-g_1(z;k_x,k_y,k_z).$$

At every depth the density deviations of the two valleys cancel, and so do their $z$ currents. No net charge builds up and $E_z=0$ is consistent.

In valley 1 the drive is $v_x=u_x+av_z$, so set $g=\tau u_x+h$. The first part is uniform and has the same value before and after reflection, so it satisfies the boundary conditions. The rest obeys $v_z h'+h/\tau=av_z$. With $l=|v_z|\tau$, $z$ measured from mid-film, and $\pm$ the sign of $v_z$,

$$h_+=al\left(1-Ce^{-z/l}\right),\qquad h_-=-al\left(1-C'e^{z/l}\right).$$

Specular reflection requires $h_+=h_-$ at $z=\pm d/2$. With $s=d/(2l)$ these conditions are

$$Ce^{-s}+C'e^{s}=2,\qquad Ce^{s}+C'e^{-s}=2 .$$

Subtracting them gives $C=C'$, and then $C=1/\cosh s$. The thickness average of $e^{\pm z/l}$ is $\sinh s/s$, so for either sign of $v_z$

$$\bar h=a v_z\tau\left(1-\frac{\tanh s}{s}\right).$$

The conductivity is proportional to $\langle v_x\bar g\rangle$, averaged over the Fermi surface with weight $\delta(E-E_F)\,d^3k$. At given $k_x,k_y$ the two roots have equal weight, equal $u_x$ and opposite $v_z$, so terms in $u_xv_z$ cancel:

$$\langle v_x\bar g\rangle=\tau\langle u_x^2\rangle+a^2\tau\left\langle v_z^2\left(1-\frac{\tanh s}{s}\right)\right\rangle .$$

The bulk value is $\tau\langle v_x^2\rangle=\tau\langle u_x^2\rangle+a^2\tau\langle v_z^2\rangle$.

To evaluate the averages put $\mathbf k=W^{-1/2}\mathbf q$, which turns the ellipsoid into a uniformly weighted sphere of radius $\sqrt{E_F}$. Then $\mathbf v=2W^{1/2}\mathbf q$ gives $\langle v_x^2\rangle=4E_FW_{xx}/3$. Also $v_z=v_m\mu$, with $v_m=2\sqrt{E_FW_{zz}}$ and $\mu$ uniform between $-1$ and $1$. Dividing,

$$\frac{\rho_{\rm film}}{\rho_{\rm bulk}}=\frac{1}{1-\beta F(\kappa)},\qquad \beta=\frac{W_{xz}^2}{W_{xx}W_{zz}},\qquad \kappa=\frac{d}{v_m\tau},$$

$$F(\kappa)=3\int_0^1\mu^2\,\frac{\tanh s}{s}\,d\mu,\qquad s=\frac{\kappa}{2\mu}.$$

If reflections keep each electron in its valley, the manuscript's conclusion is therefore false whenever $a\neq0$.

**Where the extra resistance comes from**

In the bulk, a field along $x$ drives the valleys along $z$ in opposite directions. In the film the walls block these currents. Carriers of one valley accumulate near one wall and are depleted near the other, while the second valley does the reverse. Adding $h_+$ and $h_-$ gives a density deviation in valley 1 proportional to

$$\left\langle \frac{a l\,\sinh(z/l)}{\cosh s}\right\rangle .$$

The resulting backflow opposes the transverse drift. Since $\langle v_z\bar g\rangle=a\tau\langle v_z^2(1-\tanh s/s)\rangle$, each valley keeps a fraction $1-F$ of its bulk transverse current, averaged over thickness. The contribution of that drift to the $x$ current is lost in the same proportion.

One tilted valley alone would not show the effect. With $J_z=0$ imposed, a field $E_z=-aE_x$ develops in bulk and film alike. The drive becomes $v_x-av_z=u_x$, and the uniform solution $\tau u_x$ satisfies the boundary conditions at any thickness. Two opposite valleys would need opposite transverse fields, which a single $E_z$ cannot supply.

**Limits**

For a thin film, $\tanh s/s\simeq1-s^2/3$ gives $F\simeq1-\kappa^2/4$ to leading order. The conductivity tends to a value proportional to

$$W_{xx}-\frac{W_{xz}^2}{W_{zz}}=\frac{1}{(W^{-1})_{xx}} .$$

This is also the subband inverse mass. With $p_z=-i\,\partial_z$, the $x,z$ part of the film Hamiltonian is

$$W_{zz}(p_z+ak_x)^2+\left(W_{xx}-\frac{W_{xz}^2}{W_{zz}}\right)k_x^2 ,$$

and a phase factor $e^{-iak_xz}$ removes the shift of $p_z$ without disturbing the hard-wall condition. For the masses above the formula gives $1.25-0.75^2/1.25=0.80\,m_e^{-1}$, and diagonalizing a hard-wall film gives the same value.

For a thick film $\tanh s\to1$, so

$$F\to3\int_0^1\mu^2\,\frac{2\mu}{\kappa}\,d\mu=\frac{3}{2\kappa},\qquad \frac{\rho_{\rm film}}{\rho_{\rm bulk}}\simeq1+\frac{3\beta}{2}\,\frac{v_m\tau}{d}.$$

A resistivity that rises as $1/d$ is thus not, by itself, evidence of rough surfaces.

**Numbers for the model metal**

Take $\tau=400\,\hbar/\mathrm{Ry}$ and $d=200\,a_0$ (10.6 nm). Then $v_m=2\sqrt{0.2\times1.25}=1.0\,a_0\,\mathrm{Ry}/\hbar$, $\kappa=200/400=0.5$ and $\beta=0.75^2/1.25^2=0.36$. The integral gives $F=0.951$, so

$$\frac{\rho_{\rm film}}{\rho_{\rm bulk}}=\frac{1}{1-0.36\times0.951}=1.52 .$$

Each valley retains about 5% of its bulk transverse current.

The two valleys together hold $n=0.00427\,a_0^{-3}$. In these units $e^2=2$ and the inverse mass along $x$ is $2W_{xx}$, so

$$\rho_{\rm bulk}=\frac{1}{4n\tau W_{xx}}=\frac{1}{4\times0.00427\times400\times1.25}=0.117 ,$$

or 5.09 µΩ cm. The film has 0.178 Rydberg units, or 7.74 µΩ cm.

The resistivity ratio is 1.55 at $100\,a_0$, 1.44 at $400\,a_0$, 1.15 at $1600\,a_0$ and 1.06 at $4000\,a_0$. The thin limit is $1/(1-0.36)=1.56$. At $200\,a_0$ there are about 25 subbands per valley, so the semiclassical treatment is reasonable. It should not be carried to films with only a few.

As a test, electrons were followed from wall to wall and their velocity correlation was integrated over the Fermi surface and the depth. For the $200\,a_0$ film this gives $\sigma_{\rm film}/\sigma_{\rm bulk}=0.6575$, in agreement with the formula. It tests the solution of the transport problem, not the assumption of a single $\tau$. The numerical output follows this comment.

**If reflection can change the valley**

Let the projections coincide, and let a fraction $Q$ of reflections enter the mirror valley. I take $Q$ to be the same for all states. At a real surface it depends on the wave vector, and for pockets as large as those of the model metal it need not be small, so the value 1.52 found for $Q=0$ should not be read as a prediction for such a crystal. Completing the square in the energy,

$$E_F=\left(W_{xx}-\frac{W_{xz}^2}{W_{zz}}\right)k_x^2+W_{yy}k_y^2+\frac{v_z^2}{4W_{zz}} ,$$

shows that at given $k_x,k_y$ both valleys have the same $u_x$ and $|v_z|$. The drive in valley 2 is $u_x-av_z$, so $h_2=-h_1$. The boundary condition becomes

$$h_1^{\rm out}=(1-Q)h_1^{\rm in}+Qh_2^{\rm in}=p\,h_1^{\rm in},\qquad p=1-2Q .$$

At $z=-d/2$ this reads $1-Ce^{s}=-p(1-Ce^{-s})$, so $C=(1+p)/(e^{s}+pe^{-s})$. In $F$, the factor $\tanh s/s$ is replaced by

$$\frac{C\sinh s}{s}=\frac{(1+p)(1-e^{-2s})}{2s\,(1+pe^{-2s})} .$$

For $Q=1$ this vanishes and the film has the bulk resistivity at every thickness. The reason is visible in one collision: $u_x+av_z$ becomes $u_x-a(-v_z)$, so $v_x$ is preserved. At $200\,a_0$ this formula gives a resistivity ratio of 1.43 for $Q=0.3$, 1.35 for $Q=0.5$ and 1.10 for $Q=0.9$.

For $0<Q<1$ these values are estimates, because the boundary condition adds probabilities where a smooth wall adds amplitudes. When $d$ is smaller than $l$, an electron reflects several times between bulk collisions, and paths through the two valleys can interfere. The limit $s\to0$ of the formula should therefore not be used for a smooth film with partial transfer: coherent reflections do not randomize the valley as independent hops do, and the amplitudes of the successive paths must be summed. For $Q=0$ and $Q=1$ there is only one sequence of valleys, and this difficulty does not arise.

**Requested correction**

The claim should be replaced by a conditional one: within this relaxation-time model, specular surfaces leave the resistivity unchanged if every reflection preserves $v_x$. Then $g=\tau v_x$ is uniform and satisfies the boundary conditions. Conservation of $k_x$ does not ensure this. The authors should state which valleys a reflected electron can enter and, where the projections overlap, obtain $Q$ as a function of wave vector from a surface calculation. If bulk scattering between valleys is weaker than within them, the density deviation of each valley enters its own collision term, and $F$ must be recalculated.

## Numbers as computed

```
transverse mass: 0.50 m_e
longitudinal mass: 2.00 m_e
tilt of long axes from normal: +/-45 degrees
Fermi energy: 0.20 Ry
relaxation time: 400 hbar/Ry
Wxx: 1.2500 1/m_e
Wyy: 2.0000 1/m_e
Wzz: 1.2500 1/m_e
Wxz, first valley: -0.7500 1/m_e
Wxz, second valley: 0.7500 1/m_e
a = Wxz/Wzz, first valley: -0.6000 (no unit)
beta: 0.3600 (no unit)
v_m: 1.0000 a0 Ry/hbar
v_m tau: 400.0 a0
example kz before, after: 0.4000, -0.4000 1/a0
example vx before, after: -0.6000, 0.6000 a0 Ry/hbar
example vz before, after: 1.0000, -1.0000 a0 Ry/hbar
carrier density, both valleys: 0.004272 1/a0^3
projected half-width along x: 0.5000 1/a0
projected half-width along y: 0.3162 1/a0
film thickness: 200 a0 = 10.58 nm
approximate subbands: 25.5 (count)
kappa: 0.5000 (no unit)
F(kappa): 0.95142 (no unit)
sigma_film/sigma_bulk, formula: 0.65749 (no unit)
sigma_film/sigma_bulk, trajectories: 0.65749 (no unit)
largest error in three other films: 5.7e-06 (no unit)
rho_film/rho_bulk: 1.5209 (no unit)
bulk resistivity: 0.11704 Rydberg units = 5.089 microohm cm
film resistivity: 0.17801 Rydberg units = 7.740 microohm cm
thin-limit rho_film/rho_bulk: 1.5625 (no unit)
thin-limit inverse mass, formula: 0.80000 1/m_e
subband inverse mass, diagonalized: 0.80000 1/m_e
rho_film/rho_bulk at d = 100 a0: 1.5505 (no unit)
rho_film/rho_bulk at d = 400 a0: 1.4406 (no unit)
rho_film/rho_bulk at d = 800 a0: 1.2956 (no unit)
rho_film/rho_bulk at d = 1600 a0: 1.1530 (no unit)
rho_film/rho_bulk at d = 4000 a0: 1.0571 (no unit)
rho_film/rho_bulk at d = 200 a0, Q = 0.3: 1.4274 (no unit)
rho_film/rho_bulk at d = 200 a0, Q = 0.5: 1.3461 (no unit)
rho_film/rho_bulk at d = 200 a0, Q = 0.9: 1.0965 (no unit)
rho_film/rho_bulk at d = 200 a0, Q = 1.0: 1.0000 (no unit)
sigma ratio, d = 400 a0, Q = 0.3, formula: 0.7551 (no unit)
sigma ratio, d = 400 a0, Q = 0.3, random hops: 0.7560 (no unit)
```
